# Power-Law Saturation from Gamma-Distributed Site Reactivities in Atomic Layer Deposition, part 1

(Sections cited here and not found follow in the second part.)

## I. The decay law and its consequences

### Result

A surface carries many reaction sites, all vacant when a precursor pulse begins at $t=0$. Each site has its own fixed first-order rate constant $k$, and these rate constants follow a gamma distribution with shape $a$ and scale $b$. The mean fraction of sites still vacant at time $t$ is then

$$
v(t)=\frac{1}{(1+bt)^{a}} .
$$

At late times this falls as a power of $t$, although every group of sites sharing one value of $k$ empties exponentially. The power law comes from averaging over sites, with no cooperation between them.

### Assumptions and conventions

The precursor pressure and the temperature are constant during the pulse. A site reacts once, irreversibly, and its rate does not depend on what its neighbours have done. For a site with rate constant $k$, the probability of reacting in a short interval $dt$, given that it is still vacant, is $k\,dt$. Its probability $y_k(t)$ of being vacant therefore obeys

$$
\frac{dy_k}{dt}=-k\,y_k,\qquad y_k(0)=1,\qquad y_k(t)=e^{-kt}.
$$

This is what "a site saturates exponentially" means. One site switches once, from vacant to reacted, at a random moment. The exponential is the probability that the switch has not yet happened, or equally the vacant fraction in a large class of sites with the same $k$.

The rate constants have the probability density

$$
p(k)=\frac{k^{a-1}e^{-k/b}}{\Gamma(a)\,b^{a}},\qquad k>0,\quad a>0,\quad b>0 .
$$

Here $k$ and $b$ are in $\mathrm{s^{-1}}$, and $a$ is a pure number. The gamma function is $\Gamma(a)=\int_0^\infty x^{a-1}e^{-x}dx$. Substituting $k=bx$ in $\int_0^\infty p\,dk$ gives $\Gamma(a)/\Gamma(a)=1$, so the density is normalized. The same substitution gives the moments, for any $q>-a$:

$$
\langle k^q\rangle=\frac{b^q}{\Gamma(a)}\int_0^\infty x^{a+q-1}e^{-x}dx
=b^q\,\frac{\Gamma(a+q)}{\Gamma(a)} .
$$

Since $\Gamma(a+1)=a\Gamma(a)$, the first two moments are $\langle k\rangle=ab$ and $\langle k^2\rangle=a(a+1)b^2$. The mean and variance are therefore

$$
\mu\equiv\langle k\rangle=ab,\qquad
\langle k^2\rangle-\mu^2=ab^2=\frac{\mu^2}{a}.
$$

The standard deviation divided by the mean is $1/\sqrt a$. A large $a$ describes nearly equal sites, and a small $a$ describes strong disorder.

### Averaging over the sites

The mean vacant fraction is the average of $e^{-kt}$ over the density of rates:

$$
v(t)=\int_0^\infty p(k)e^{-kt}dk
=\frac{1}{\Gamma(a)b^a}\int_0^\infty k^{a-1}
e^{-k(1/b+t)}dk .
$$

The two exponentials have combined into one because both exponents are linear in $k$. Now set $x=k(1/b+t)$. Then $k=x/(1/b+t)$ and $dk=dx/(1/b+t)$. The factor $k^{a-1}$ supplies $a-1$ powers of the denominator and $dk$ supplies one more:

$$
v(t)=\frac{1}{\Gamma(a)b^a}\,
\frac{1}{(1/b+t)^a}\int_0^\infty x^{a-1}e^{-x}dx
=\frac{1}{[\,b(1/b+t)\,]^a}=\frac{1}{(1+bt)^a}.
$$

This proves the result for the mean. On a finite surface of $N$ sites with independently drawn rates, each site is vacant with probability $v$. The observed fraction therefore scatters about $v$ with standard deviation $\sqrt{v(1-v)/N}$.

### The converse

If the curve $(1+bt)^{-a}$ holds for all $t\ge0$ and arises from independent first-order sites, their rates must be gamma distributed. To see this, choose any fixed time $t_0$ and define $y=e^{-kt_0}$, which lies between 0 and 1. The average of $y^n$ is $v(nt_0)$, so the curve fixes the average of every polynomial in $y$. Every continuous function on $[0,1]$ can be approximated uniformly by polynomials, so its average is fixed as well. These averages determine the distribution of $y$, and hence that of $k=-\ln y/t_0$. The gamma density produces the curve, so no other distribution can.

This uniqueness is a property of the exact curve. A measurement of finite accuracy over a limited range of times leaves room for other distributions, and the second half gives a numerical case.

### Disorder slows the saturation

Compare the disordered surface with one on which every site has the same rate $\mu$. The function $e^{-kt}$ is convex in $k$, so it lies on or above its tangent at $k=\mu$:

$$
e^{-kt}\ge e^{-\mu t}\left[1-t(k-\mu)\right].
$$

Averaging removes the term in $k-\mu$, because its mean is zero, and leaves

$$
v(t)\ge e^{-\mu t}.
$$

This inequality holds for any distribution with mean $\mu$. At fixed mean rate, disorder never lowers the mean vacant fraction at any time.

The two curves start alike. Expanding the result for $bt<1$ gives

$$
v=1-abt+\frac{a(a+1)}{2}b^2t^2-\cdots
=1-\mu t+\frac12\left(1+\frac1a\right)\mu^2t^2-\cdots .
$$

Equal sites give $1-\mu t+\mu^2t^2/2-\cdots$. The initial slope measures the mean rate, and the disorder first appears in the curvature.

### The limits of weak and strong disorder

Hold $\mu$ fixed and write $b=\mu/a$. The logarithm of the vacant fraction is

$$
\ln v=-a\ln\left(1+\frac{\mu t}{a}\right)
=-\mu t+\frac{(\mu t)^2}{2a}-\frac{(\mu t)^3}{3a^2}+\cdots ,
$$

where the series requires $\mu t<a$. As $a\to\infty$ at fixed $t$, every term after the first vanishes and $v\to e^{-\mu t}$. To leading order for $(\mu t)^2\ll a$ with $a$ large,

$$
v\simeq e^{-\mu t}\left[1+\frac{(\mu t)^2}{2a}\right].
$$

The correction is relative to the equal-site value and grows with time. Equal sites reach 1% vacancy at $\mu t=\ln100=4.605$, where the correction is $4.605^2/(2a)=10.6/a$. Disorder that is invisible early in the pulse can therefore matter near saturation: at this level, the equal-site formula needs $a$ to be much larger than 10.

In the opposite limit, $a\to0$ at fixed $\mu$ and $t$, the product $a\ln(1+\mu t/a)$ tends to zero and $v\to1$. The mean rate is then carried by a vanishing fraction of very fast sites, while nearly all the others hardly react.

### Which sites remain

The cause of the slowing can be read from the rates of the surviving vacancies. The density of $k$ among sites still vacant at time $t$ is the original density, weighted by the survival probability and normalized again:

$$
p_t(k)=\frac{p(k)e^{-kt}}{v(t)}
=\frac{(1+bt)^a}{\Gamma(a)b^a}\,k^{a-1}
e^{-k(1+bt)/b}.
$$

With the definition

$$
b_t=\frac{b}{1+bt},
$$

the prefactor becomes $1/[\Gamma(a)b_t^a]$ and the exponent becomes $-k/b_t$. The survivors are again gamma distributed, with the same shape $a$ and the smaller scale $b_t$. Their mean rate is

$$
\langle k\rangle_t=ab_t=\frac{ab}{1+bt}.
$$

Their relative spread remains $1/\sqrt a$. Fast sites disappear first, so the mean rate of the remainder falls, although no site has changed its rate.

The same fact can be expressed as a differential equation. Let $M_n=\int_0^\infty k^n p(k)e^{-kt}dk$. Differentiating the exponential gives $dM_n/dt=-M_{n+1}$. Since $\langle k\rangle_t=M_1/M_0$,

$$
\frac{d\langle k\rangle_t}{dt}
=-\frac{M_2}{M_0}+\left(\frac{M_1}{M_0}\right)^2
=-\left(\langle k^2\rangle_t-\langle k\rangle_t^2\right).
$$

The mean rate of the survivors falls at a speed equal to their variance. This step does not depend on the gamma form. For the gamma distribution the variance is $\langle k\rangle_t^2/a$. Then $d(1/\langle k\rangle_t)/dt=1/a$, which integrates to $1/\langle k\rangle_t=1/(ab)+t/a$, in agreement with the expression above.

### The origin of the power-law tail

For $bt\gg1$ the result becomes $v\simeq(bt)^{-a}$. The exponent is set by the slowest sites. Suppose that some density, gamma or not, behaves as $p(k)\simeq Ck^{a-1}$ near $k=0$. Choose a small rate $\delta$. Sites with $k>\delta$ contribute at most $e^{-\delta t}$, which becomes negligible beside any power of $t$. Below $\delta$ the density can be replaced by $Ck^{a-1}$, with a relative error that can be made as small as desired by reducing $\delta$. Putting $k=x/t$ gives

$$
v(t)\simeq C\int_0^\delta k^{a-1}e^{-kt}dk
=\frac{C}{t^a}\int_0^{\delta t}x^{a-1}e^{-x}dx
\;\longrightarrow\;\frac{C\,\Gamma(a)}{t^a}.
$$

For the gamma density $C=1/[\Gamma(a)b^a]$, and the tail is $(bt)^{-a}$ as required. A persistent power law thus needs sites with rates arbitrarily close to zero. If all rates exceed some positive $k_0$, then $v\le e^{-k_0t}$, and the power law must eventually fail.

### The apparent rate law

Differentiating $v=(1+bt)^{-a}$ gives

$$
\frac{dv}{dt}=-ab(1+bt)^{-a-1}.
$$

Since $1+bt=v^{-1/a}$, the last factor is $(v^{-1/a})^{-(a+1)}=v^{(a+1)/a}$. Hence

$$
\frac{dv}{dt}=-ab\,v^{\,1+1/a}.
$$

The surface as a whole appears to follow kinetics of order $1+1/a$, although each site is first order. For $a=1$ the apparent order is two, the same form as a reaction needing two vacancies at once. A fitted order above one does not by itself establish a multi-site mechanism.

The two explanations differ in their dependence on history. Suppose that a pulse starts with a fraction $v_0$ of the sites vacant, selected at random without regard to $k$. Distributed first-order sites then begin to react at the rate $\mu v_0$. If the same vacant fraction was reached during an uninterrupted pulse, the rate is $\mu v_0^{1+1/a}$, because the survivors are slow. A rate law that depends on $v$ alone would give the same value in both cases.

### Dose time and mean reaction time

Let $s$ be the vacant fraction accepted at the end of the pulse. Solving $(1+bt_s)^{-a}=s$ gives

$$
t_s=\frac{s^{-1/a}-1}{b},
\qquad
t_s^{\rm equal}=\frac{\ln(1/s)}{\mu},
$$

where the second expression is for equal sites with the same mean rate. Reducing $s$ tenfold adds the fixed time $\ln10/\mu$ for equal sites. For gamma-distributed sites it multiplies $1+bt_s$ by $10^{1/a}$.

The ratio of two dose times does not contain $b$:

$$
\frac{t_{0.01}}{t_{0.5}}=\frac{100^{1/a}-1}{2^{1/a}-1}.
$$

It determines $a$ uniquely if the gamma law holds. To show this, put $x=1/a$, $L=\ln100$ and $l=\ln2$. The logarithmic derivative of $(e^{Lx}-1)/(e^{lx}-1)$ with respect to $x$ is

$$
\frac{L}{1-e^{-Lx}}-\frac{l}{1-e^{-lx}} .
$$

The function $y/(1-e^{-y})$ increases for $y>0$, because the numerator of its derivative is $1-(1+y)e^{-y}$, which is positive. With $y=Lx$ and $y=lx$, the difference is positive. The ratio therefore rises steadily with $1/a$, from its equal-site value $\ln100/\ln2=6.64$.

The mean time at which a site reacts is the integral of $t$ times the reaction-time density $-dv/dt$. For $a>1$ the product $tv$ vanishes at both limits, and integration by parts gives

$$
\langle t\rangle=\int_0^\infty v\,dt=\frac{1}{b(a-1)} .
$$

For $a\le1$ the integrand $t(-dv/dt)$ falls no faster than $1/t$ at late times, and the mean is infinite. Each site with $k>0$ still has the finite mean waiting time $1/k$; the divergence comes from averaging over ever slower sites.

## II. A precursor pulse and the limits of the model

### Symbols and results carried over

The vacant fraction is $v(t)=(1+bt)^{-a}$, where $a$ is the shape and $b$ the scale of the gamma density of rate constants $k$. The mean rate is $\mu=ab$. Sites still vacant at time $t$ have gamma-distributed rates with shape $a$ and scale $b/(1+bt)$. The time to reach a vacant fraction $s$ is $t_s=(s^{-1/a}-1)/b$, against $\ln(1/s)/\mu$ for equal sites. The moments are $\langle k^q\rangle=b^q\Gamma(a+q)/\Gamma(a)$.

### From gas pressure to rate constant

Consider a trimethylaluminium pulse on hydroxylated alumina at $T=473$ K, with a precursor partial pressure $P=0.01$ Torr. The vapour is taken as monomeric, with molar mass 72.09 g/mol, and the gas is taken to be at the wafer temperature.

The number of molecules striking unit area per unit time follows from the Maxwell distribution of the velocity component $u$ towards the surface. With molecular mass $m$ and gas density $n_0=P/(k_BT)$,

$$
J=n_0\int_0^\infty u\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mu^2/(2k_BT)}du
=n_0\sqrt{\frac{k_BT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT}} .
$$

The integral of $u\,e^{-mu^2/(2k_BT)}$ is $k_BT/m$, which gives the second form. For these inputs $J=1.902\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$.

Take $N_s=5$ adsorption sites per $\mathrm{nm^2}$, so that each site presents an area of $0.2\ \mathrm{nm^2}$. It receives $J/N_s=3.80\times10^3$ collisions per second. If a collision with a vacant site leads to reaction with mean probability 0.004, then

$$
\mu=0.004\times3805\ \mathrm{s^{-1}}=15.2\ \mathrm{s^{-1}}.
$$

The shape is chosen as $a=2$, which means a relative spread of $1/\sqrt2$ in the rates. Then $b=\mu/2=7.61\ \mathrm{s^{-1}}$, and the apparent reaction order is $1+1/2=1.5$.

Gamma-distributed first-order rates give the vacant fraction $v(t)=(1+bt)^{-a}$, and the example pulse now has its parameters, $a=2$ and $b=7.61\ \mathrm{s^{-1}}$. It remains to find how long this pulse must last, and how far the answer depends on the assumed distribution and on the effects neglected so far.

Numbers in the example were calculated in double precision.
